# Berry phases of the two dimerizations of a Su-Schrieffer-Heeger chain

## Problem

A chain with cell length \(a\) has two sites per cell, A at \(x_A\) and B at \(x_B\), with equal site energies. An electron hops with amplitude \(-v\) between A and B of one cell, and with amplitude \(-w\) between B of one cell and A of the next cell to the right; \(v\) and \(w\) are real and positive. There is one electron per cell and spin, and the electrons do not interact. The cell, the labels and the origin are kept fixed throughout.

(a) Find the bands and the occupied eigenvector.

(b) Evaluate the Berry phase of the occupied band,
\[
\varphi=i\int_0^{2\pi/a}\langle u_k|\partial_k u_k\rangle\,dk ,
\]
for \(v>w\) and for \(w>v\). Show that the two values differ by \(\pi\) modulo \(2\pi\) if the midpoint of A and B is the same in both structures.

(c) Find where the electrons sit in the two structures, and explain the difference by a symmetry.

(d) State what the difference means for the electric dipole, and follow it along a path on which the gap stays open.

(e) Evaluate the results for hoppings of 2.85 and 2.15 eV and \(a=2.45\) Å, and estimate what the model neglects.

The algebra uses atomic units, so the electron has charge \(-1\).

## Solution

### (a) Bands and eigenvector

Let \(|R,j\rangle\) be the orbital on site \(j\) of the cell at \(R\). The Hamiltonian is
\[
H=-\sum_R\Big(v\,|R,A\rangle\langle R,B|+w\,|R+a,A\rangle\langle R,B|\Big)+\text{h.c.}
\]
For \(N\) cells in a ring, define the Bloch sums \(|k,j\rangle=N^{-1/2}\sum_R e^{ikR}|R,j\rangle\). Acting on the B sum gives
\[
H|k,B\rangle=-N^{-1/2}\sum_R e^{ikR}\big(v|R,A\rangle+w|R+a,A\rangle\big)
=-(v+we^{-ika})|k,A\rangle ,
\]
because relabelling \(R+a\to R\) in the second term produces the factor \(e^{-ika}\). Write
\[
f(k)=v+we^{ika}=|f|e^{i\theta(k)} .
\]
Then
\[
H(k)=-\begin{pmatrix}0&|f|e^{-i\theta}\\ |f|e^{i\theta}&0\end{pmatrix},\qquad
c_k=\frac1{\sqrt2}\begin{pmatrix}1\\ e^{i\theta}\end{pmatrix}.
\]
Multiplication gives \(H(k)c_k=-|f|c_k\), so \(c_k\) belongs to the lower, occupied band. The other band has energy \(+|f|\). Since
\[
|f|^2=v^2+w^2+2vw\cos ka ,
\]
the smallest value of \(|f|\) is \(|v-w|\), at \(ka=\pi\). The gap is \(2|v-w|\).

### (b) The two phases

**From coefficients to cell-periodic functions.** The Bloch state has amplitude \(e^{ikR}c_{k,j}\), up to normalization, on the site at \(R+x_j\). Its cell-periodic part is obtained by removing \(e^{ik(R+x_j)}\):
\[
u_{k,j}=e^{-ikx_j}c_{k,j}.
\]
The factor \(e^{i\theta}\) is periodic in \(k\), even if \(\theta\) grows by a multiple of \(2\pi\). Hence \(c_k\) is periodic, and \(u\) obeys the closing condition \(u_{k+2\pi/a,j}=e^{-2\pi i x_j/a}u_{k,j}\). Differentiation gives
\[
i\langle u|\partial_k u\rangle=\sum_j x_j|c_j|^2+i\langle c|\partial_k c\rangle
=\frac{x_A+x_B}{2}-\frac{\theta'}{2},
\]
since both weights are \(1/2\) and \(i\langle c|\partial_kc\rangle=\tfrac i2\,e^{-i\theta}(i\theta')e^{i\theta}=-\theta'/2\). Integrating over the zone of length \(2\pi/a\),
\[
\varphi=\frac{\pi(x_A+x_B)}{a}-\frac{\Delta\theta}{2},
\]
where \(\Delta\theta\) is the growth of the continuous angle \(\theta\) across the zone. A change of gauge \(u\to e^{i\chi}u\) that keeps the closing condition can alter \(\varphi\) only by a multiple of \(2\pi\), because \(\chi\) must then return to itself modulo \(2\pi\).

**Case \(v>w\).** Here \(\mathrm{Re}\,f=v+w\cos ka\ge v-w>0\). The curve \(f(k)\) stays in the right half-plane, \(\theta\) can be kept between \(-\pi/2\) and \(\pi/2\), and it returns to its starting value. Thus \(\Delta\theta=0\).

**Case \(w>v\).** Factor out the larger term:
\[
f=e^{ika}\,(w+ve^{-ika}).
\]
The bracket has real part at least \(w-v>0\), so its angle returns to its starting value by the same argument. The prefactor contributes \(ka\), which grows by \(2\pi\). Thus \(\Delta\theta=2\pi\).

The result is
\[
\varphi_{v>w}=\frac{\pi(x_A+x_B)}{a},\qquad
\varphi_{w>v}=\frac{\pi(x_A+x_B)}{a}-\pi \pmod{2\pi}.
\]
If \(x_A+x_B\) is the same in both structures, the difference is \(-\pi\), which equals \(\pi\) modulo \(2\pi\). Dimerization that moves A and B by opposite amounts satisfies this condition. With the origin at the midpoint of A and B, the phases are 0 and \(\pi\).

**A check by series.** From \(\theta=\mathrm{Im}\ln f\),
\[
\theta'=\mathrm{Im}\frac{f'}{f}=a\,\mathrm{Re}\,\frac{we^{ika}}{v+we^{ika}}
=\frac{a\,w(w+v\cos ka)}{|f|^2}.
\]
For \(w<v\) the fraction in the middle expands as
\[
\frac wv e^{ika}-\Big(\frac wv\Big)^2e^{2ika}+\dots
\]
Every term averages to zero over the zone. For \(w>v\) the same fraction is
\[
\frac{1}{1+(v/w)e^{-ika}}=1-\frac vw e^{-ika}+\dots
\]
Its average is 1, which gives \(\Delta\theta=a\cdot 2\pi/a=2\pi\).

**Limits.** For \(w=0\) the chain is a set of separate pairs inside the cells, and \(\theta=0\). For \(v=0\) the pairs lie across the cell boundaries, and \(\theta=ka\). With equal site energies and a fixed midpoint of A and B, the phase keeps the value of its limit as long as the gap does not close. At \(v=w\) the gap is zero, \(f\) vanishes at \(ka=\pi\), and neither \(\theta\) there nor the phase of an isolated occupied band is defined.

### (c) Where the electrons sit

The Wannier function of the cell at \(R=0\) has amplitudes
\[
W(R,j)=\frac{a}{2\pi}\int_0^{2\pi/a}e^{ik(R+x_j)}u_{k,j}\,dk .
\]
Multiplication by the position \(R+x_j\) is the same as applying \(-i\partial_k\) to the exponential. Integration by parts moves the derivative to \(u\); the boundary term vanishes because \(e^{ik(R+x_j)}u_{k,j}=e^{ikR}c_{k,j}\) is periodic. Hence
\[
(R+x_j)W(R,j)=\frac{a}{2\pi}\int_0^{2\pi/a}e^{ik(R+x_j)}\,i\partial_ku_{k,j}\,dk .
\]
Multiplying by \(W^*(R,j)\) and summing over \(R\) and \(j\) (Parseval's relation for Fourier series) gives the centre
\[
\bar x=\frac{a}{2\pi}\int_0^{2\pi/a} i\langle u|\partial_ku\rangle\,dk=\frac{a\varphi}{2\pi}\pmod a .
\]
With the origin at the midpoint of A and B, the centre is at 0 for \(v>w\) and at \(a/2\) for \(w>v\). In each structure it lies at the middle of the strong bond.

This suggests a second derivation. Let the sites be at \(\mp(a/4-\delta)\) when \(v>w\) and at \(\mp(a/4+\delta)\) when \(w>v\), with the same two hopping strengths exchanged. Shift the first structure by \(a/2\). Its A site arrives at \(a/4+\delta\), which is the B site of the second structure. Its B site arrives at \(3a/4-\delta\), which is the A site of the next cell. The strong bond lands on the strong bond, so the two structures are one crystal in two positions. The shift moves every Wannier centre by \(a/2\) and changes \(\varphi\) by \(\pi\).

The fixed cell and origin are therefore essential. If the origin were placed on the strong bond of each structure separately, both phases would be zero.

### (d) The dipole

Give each site an ionic charge \(+1/2\) per spin, which makes the cell neutral. The dipole per cell and spin is
\[
p=\frac{x_A+x_B}{2}-\frac{a\varphi}{2\pi}\pmod a ,
\]
with the assignment of ions to cells held fixed. Inserting (b), the site positions cancel, leaving \(p=0\) for \(v>w\) and \(p=a/2\) for \(w>v\), modulo \(a\).

The sign of the change is not fixed by the end points. It needs a path with an open gap, and the direct path through \(v=w\) has none. Add site energies \(+\Delta\) on A and \(-\Delta\) on B. The energies become \(\pm\sqrt{|f|^2+\Delta^2}\), and the gap is \(2\sqrt{(v-w)^2+\Delta^2}\). Take
\[
v-w=g\cos s,\qquad \Delta=\pm g\sin s,\qquad 0\le s\le\pi ,
\]
with \(v+w\) fixed. The gap stays at \(2g\) while the structures are exchanged. For positive \(\Delta\) the electrons favour B, to the right of the midpoint, and the centre moves right to the next bond, so \(\varphi\) changes by \(+\pi\). For negative \(\Delta\) they favour A, and the change is \(-\pi\). Going out by one path and back by the other carries one electron per spin through one cell length.

For two spins the dipoles of the two structures differ by \(2\cdot a/2=a\). An ion now has charge \(+1\), and assigning one ion to the neighbouring cell also changes the dipole by \(a\). The bulk dipoles are thus equivalent, as they must be for one neutral crystal in two positions. The phase difference \(\pi\) is not a switchable ferroelectric polarization.

### (e) Numbers and neglected effects

The input values are rough and lie in the regime of trans-polyacetylene. The gap is \(2(2.85-2.15)=1.40\) eV. I take a bond coupling of 4 eV per Å of bond length, measured along the chain axis. The lengths of the weak and strong bonds differ by \(4\delta\), so
\[
\delta=\frac{0.70}{4\times4}\approx0.044\ \text{Å}.
\]

At \(ka=\pi/2\), \(\tan\theta=w/v\). This gives \(\theta=37.0^\circ\) for \(v>w\) and \(53.0^\circ\) for \(w>v\). The two curves then separate:

| \(ka\) | \(\theta\), \(v>w\) | \(\theta\), \(w>v\) |
|---|---:|---:|
| \(0\) | 0° | 0° |
| \(\pi/2\) | 37.0° | 53.0° |
| \(\pi\) | 0° | 180° |
| \(3\pi/2\) | −37.0° | 307.0° |
| \(2\pi\) | 0° | 360° |

The phases are 0 and \(-\tfrac12\cdot360^\circ=-180^\circ\), equivalent to \(\pi\). An independent test uses no Bloch states: the position operator, projected on the occupied states of a long open chain, has its central eigenvalues at 0 and 1.225 Å (modulo \(a\)) in the two structures. For \(w>v\) the open chain ends in weak bonds and has two end states at zero energy, which are left out of the projection. If one of them is filled, it is shared between the two ends and adds a spurious eigenvalue near 0. The dipole difference per cell and spin is \(2.45/2=1.225\) e Å, or \(1.96\times10^{-29}\) C m. On the path of (d) with \(g=0.70\) eV, the computed phase changes are \(+\pi\) and \(-\pi\), and the gap stays at 1.40 eV. Further values are in the numerical output.

**Unequal site energies** break the symmetry that fixes the phases. Inversion about the midpoint exchanges A and B, so \(\varphi_{v>w}(-\Delta)=-\varphi_{v>w}(\Delta)\). The half-cell shift also exchanges the labels, so \(\varphi_{w>v}(\Delta)=\pi+\varphi_{v>w}(-\Delta)\). The difference becomes \(\pi-2\varphi_{v>w}(\Delta)\). For \(\Delta=0.1\) eV, \(\varphi_{v>w}=0.141\), and the difference is \(3.14-0.28=2.86\) rad, 9% below \(\pi\).

**Repulsion between electrons** removes the single-particle band, but not the half-cell shift. For a ring of length \(L=Na\) with \(N\) electrons of each spin, consider
\[
z=\langle e^{2\pi iX_\uparrow/L}\rangle ,
\]
where \(X_\uparrow\) is the sum of the positions of the spin-up electrons. The shift adds \(Na/2\) to \(X_\uparrow\) and multiplies \(z\) by \(e^{i\pi}=-1\). For a non-degenerate ground state with \(z\ne0\), the phases of \(z\) in the two structures therefore differ by \(\pi\), provided that the interaction is carried along by the shift. Exact diagonalization of a six-site ring with an on-site repulsion of 6 eV gives \(z=0.322\) and \(-0.322\); without repulsion the values are \(\pm0.270\). Only the relative sign is fixed by the shift: in an eight-site ring the signs of the two structures are reversed. This small ring tests the symmetry, not the bulk size of \(z\).

**Other effects.** Equal second-neighbour hopping on both sublattices adds a multiple of the unit matrix to \(H(k)\). It leaves the eigenvectors and the phase unchanged, and at 0.1 eV the gap remains 1.40 eV. At 300 K the model has about \(4\times10^{-14}\) excited electrons per cell and spin, so thermal occupation is negligible here.

**The real chain.** The gap of 1.4 eV is of the size found in trans-polyacetylene, whose carbon atoms form a zigzag; the model keeps its projection on the axis. The assumption of a rigid lattice is poor. For a CH unit of mass \(M\approx13\) u and a rough phonon energy \(\hbar\omega=0.18\) eV, the zero-point displacement \(\sqrt{\hbar/2M\omega}\) is 0.030 Å, comparable with \(\delta=0.044\) Å. This \(\delta\) comes from assigning the whole gap to bond alternation. On the zigzag it would make the two C–C bonds differ by about 0.15 Å, whereas the measured difference is about 0.08 Å, so the real displacement is smaller still. If neighbours move independently, the hopping varies by \(4\sqrt2\times0.030\approx0.17\) eV rms. Static disorder of this size, drawn independently for each bond in rings of 101 cells, left the phase, 0 or \(\pi\), unchanged in all 40 samples, while the smallest gap fell to about 1.1 eV (1.08 eV in this draw, 1.15 eV in another). Disorder in the hoppings alone keeps the symmetry that reverses the amplitudes on B and maps occupied onto empty states. This symmetry allows only the values 0 and \(\pi\), so the test shows only that no sample flipped. Random site energies of the same size break it and moved the phase by up to 0.04 rad. Independent draws also ignore that neighbouring bonds share a site, which makes their changes anticorrelated. With random site displacements instead, the smallest gap in 120 rings was about 0.9 eV, again without a flip. The static treatment omits the quantum dynamics of the lattice, so it estimates the sensitivity of the phase and does not describe the real ground state.

## Values computed for the example and the checks

```
strong, weak hopping: 2.85 2.15 eV
cell length a: 2.45 angstrom
bond coupling: 4.0 eV/angstrom
displacement of each site: 0.04375 angstrom
band gap of either structure: 1.4000 eV
gap at equal hoppings 2.5 eV: 0.0000 eV
v>w: positions of A, B: -0.56875, 0.56875 angstrom
v>w: theta at ka = 0, pi/2, pi, 3pi/2, 2pi: 0.000, 37.030, 0.000, -37.030, 0.000 degrees
v>w: integral of connection: 0.000000 rad
v>w: Berry phase modulo 2 pi: 0.000000 rad
v>w: Wannier centre, open chain: 0.00000 angstrom
w>v: positions of A, B: -0.65625, 0.65625 angstrom
w>v: theta at ka = 0, pi/2, pi, 3pi/2, 2pi: 0.000, 52.970, 180.000, 307.030, 360.000 degrees
w>v: integral of connection: -3.141593 rad
w>v: Berry phase modulo 2 pi: 3.141593 rad
w>v: Wannier centre, open chain: 1.22500 angstrom
phase difference: 3.141593 rad = 1.000000 pi
w>v phase, origin moved by a/2: 0.000000 rad
dipole difference per cell and spin: 1.2250 e angstrom
the same: 1.9627e-29 C m
largest site energy on gapped path: 0.7 eV
path, site energy sign +1: phase change 3.141593 rad
path, site energy sign +1: smallest gap 1.4000 eV
path, site energy sign -1: phase change -3.141593 rad
path, site energy sign -1: smallest gap 1.4000 eV
on-site repulsion in six-site ring: 6.0 eV
v>w: ring z without repulsion: 0.27003 (no unit)
v>w: ring z with repulsion: 0.32248 (no unit)
w>v: ring z without repulsion: -0.27003 (no unit)
w>v: ring z with repulsion: -0.32248 (no unit)
phonon energy, rough: 0.18 eV; mass of CH unit, rough: 13 u
zero-point rms displacement of a site: 0.0299 angstrom
rms hopping disorder: 0.1691 eV
disordered rings of 101 cells keeping phase: 40 of 40
smallest gap in disordered rings: 1.0761 eV
site energies +/-0.1 eV: phase v>w 0.14111 rad
site energies +/-0.1 eV: phase difference 2.85938 rad
gap with second-neighbour hopping 0.1 eV: 1.4000 eV
thermal energy at 300 K: 0.02585 eV
excited electrons per cell and spin at 300 K: 3.83e-14
```
